\section*{Saturation of a carrier-gas bubble rising through a liquid precursor}

\section*{The situation}

In a bubbler, a carrier gas passes through a liquid precursor and takes up its vapour. We follow one bubble from the gas inlet to the liquid surface and ask how close its contents come to saturation.

The bubble is a sphere of fixed radius $R$. It enters free of vapour and rises for a time $t$. The liquid is pure, and temperature and total pressure $P$ are constant. The saturation pressure $p_{\rm sat}$ is much smaller than $P$, so vapour uptake hardly changes the volume. The gas touching the liquid is saturated, with molar concentration $c_s=p_{\rm sat}/(R_gT)$, where $R_g$ is the gas constant.

Let $\bar c$ be the vapour concentration averaged over the bubble volume. The fractional saturation is $f=\bar c/c_s$. The gas-side mass-transfer coefficient $k$ is defined by the molar flux into the gas, averaged over the surface,
\begin{equation}
N=k\,(c_s-\bar c). \label{flux}
\end{equation}
The reference to the mean concentration, rather than to the concentration at the centre, is part of the definition.

\section*{(a) The vapour balance}

Write the conservation of vapour for the bubble and reduce it to a differential equation for $\bar c$.

\paragraph{Solution.}
The bubble holds $V\bar c$ moles of vapour. This amount changes through the surface, of area $A$:
\begin{equation}
\frac{d(V\bar c)}{dt}=AN=kA\,(c_s-\bar c).
\end{equation}
The sign is positive because vapour enters while $\bar c<c_s$. Since $R$ is fixed, $V$ comes out of the derivative. For a sphere,
\begin{equation}
\frac{A}{V}=\frac{4\pi R^2}{4\pi R^3/3}=\frac3R ,
\end{equation}
and therefore
\begin{equation}
\frac{d\bar c}{dt}=\frac{3k}{R}\,(c_s-\bar c). \label{balance}
\end{equation}
The factor 3 is the surface-to-volume ratio of a sphere in units of $1/R$. No liquid-side diffusion resistance appears, because a pure liquid has no precursor-depleted layer at its surface. A precursor dissolved in a solvent could have one, and $k$ alone would then not describe the transfer.

\section*{(b) The saturation law}

Show that, for constant $k$,
\begin{equation}
f=1-\exp\!\left(-\frac{3kt}{R}\right). \label{law}
\end{equation}
Examine short and long times, find the time for 99\,\% saturation, and say what replaces $k$ if it varies during the rise.

\paragraph{Solution.}
Define the mean deficit $\bar w=1-\bar c/c_s=1-f$. Then $c_s-\bar c=c_s\bar w$ and $d\bar c/dt=-c_s\,d\bar w/dt$. Inserting both in (\ref{balance}) and dividing by $-c_s$ gives
\begin{equation}
\frac{d\bar w}{dt}=-\frac{3k}{R}\,\bar w,\qquad \bar w(0)=1 .
\end{equation}
Separating the variables and integrating from the start of the rise,
\begin{equation}
\int_1^{\bar w}\frac{dw'}{w'}=-\frac3R\int_0^t k\,dt'
\quad\Longrightarrow\quad
\ln\bar w=-\frac3R\int_0^t k\,dt'. \label{integral}
\end{equation}
For constant $k$ the integral is $kt$, so $\bar w=e^{-3kt/R}$ and $f=1-\bar w$ is (\ref{law}).

At short times $f\simeq3kt/R$: the gas is nearly empty and the flux keeps its initial value $kc_s$. At long times $f\to1$ and the flux vanishes. Setting $\bar w=1/100$ gives
\begin{equation}
t_{99}=\frac{R\ln100}{3k}. \label{t99}
\end{equation}

If $k$ varies, (\ref{integral}) shows that (\ref{law}) still holds with $k$ replaced by its time average,
\begin{equation}
\langle k\rangle_t=\frac1t\int_0^t k(t')\,dt' .
\end{equation}

The law was tested on a diffusing sphere whose resistance lies almost wholly in a thin surface film. With film coefficient times $R/D$ equal to 0.01, where $D$ is the vapour diffusivity in the gas, the numerical solution was compared with (\ref{law}) at three values of $3kt/R$. The largest difference in $f$ was $6\times10^{-4}$. A real bubble has no such film: its resistance lies in the gas itself, and $k$ must be found from the transport there.

\section*{(c) The coefficient for motionless gas}

Suppose that the gas inside the bubble does not circulate. Find the mean deficit and $k(t)$ from diffusion, and show that $k$ falls towards a constant.

\paragraph{Solution.}
Let $w(r,t)=1-c(r,t)/c_s$ be the local deficit. It obeys the radial diffusion equation with $w=0$ at $r=R$ and $w=1$ initially. Put $w=u/r$. Then
\begin{equation}
\frac1{r^2}\frac{\partial}{\partial r}\!\left(r^2\frac{\partial w}{\partial r}\right)
=\frac1{r^2}\frac{\partial}{\partial r}\!\left(r\frac{\partial u}{\partial r}-u\right)
=\frac1r\frac{\partial^2u}{\partial r^2},
\end{equation}
so $\partial u/\partial t=D\,\partial^2u/\partial r^2$. The conditions are $u=0$ at $r=0$ and $r=R$, and $u=r$ initially. Hence
\begin{equation}
u=\sum_{n=1}^\infty b_n\sin\frac{n\pi r}{R}\,E_n,\qquad
E_n=e^{-\lambda_nt},\qquad \lambda_n=\frac{n^2\pi^2D}{R^2}.
\end{equation}
The coefficients need one integral, done by parts:
\begin{equation}
I_n=\int_0^R r\sin\frac{n\pi r}{R}\,dr
=-\frac{R^2}{n\pi}\cos n\pi+\frac{R}{n\pi}\int_0^R\cos\frac{n\pi r}{R}\,dr
=\frac{(-1)^{n+1}R^2}{n\pi},
\end{equation}
because the last integral vanishes. Thus $b_n=2I_n/R=2R(-1)^{n+1}/(n\pi)$. The volume average is
\begin{equation}
\bar w=\frac{3}{R^3}\int_0^Rr^2w\,dr=\frac3{R^3}\sum_n b_nI_nE_n
=\frac6{\pi^2}\sum_{n=1}^\infty\frac{E_n}{n^2}. \label{series}
\end{equation}

The flux into the gas is $N=D\,\partial c/\partial r=-Dc_s\,\partial w/\partial r$ at $r=R$. Since $u(R)=0$,
\begin{equation}
\left.\frac{\partial w}{\partial r}\right|_R
=\frac1R\sum_n b_n\frac{n\pi}{R}(-1)^nE_n=-\frac2R\sum_nE_n .
\end{equation}
Dividing $N$ by $c_s\bar w$, as (\ref{flux}) requires,
\begin{equation}
k(t)=\frac{2D}{R}\,\frac{\sum_nE_n}{\bar w}
=\frac{\pi^2D}{3R}\,\frac{\sum_nE_n}{\sum_nE_n/n^2}. \label{kt}
\end{equation}
The second fraction is at least 1, since each term above is at least as large as the one below. At late times the $n=1$ terms dominate and
\begin{equation}
k(t)\to k_\infty=\frac{\pi^2D}{3R}. \label{klate}
\end{equation}

To see that $k$ decreases throughout, write it as $k=(R/3)\langle\lambda\rangle$, where $\langle\cdot\rangle$ is an average over $n$ with weights proportional to $E_n/n^2$. Each weight decays at its own rate $\lambda_n$, so differentiating the normalized average gives
\begin{equation}
\frac{dk}{dt}=-\frac R3\left(\langle\lambda^2\rangle-\langle\lambda\rangle^2\right)<0 ,
\end{equation}
which is negative because the bracket is the variance of $\lambda_n$ under these weights. Physically, the gas near the wall fills first, and later vapour must diffuse further.

At very short times the sum over $n$ may be replaced by an integral, $\sum_nE_n\simeq R/(2\sqrt{\pi Dt})$, while $\bar w\simeq1$. Then $k\simeq\sqrt{D/(\pi t)}$. This diverges as $t\to0$, but its time integral is finite, so the average in part (b) exists.

For motionless gas a constant $k$ is therefore an approximation. Using $k_\infty$ from the start underestimates the saturation. The size dependence of $k$ also matters. If $k$ did not depend on $R$, the saturation time would be proportional to $R$. With $k_\infty\propto1/R$ it is proportional to $R^2$, as it is for the full series (\ref{series}), which depends only on $Dt/R^2$.

\section*{(d) Does circulation spoil the estimate?}

The moving liquid can drag the gas into circulation. Show that, for a spherical bubble with incompressible internal flow tangent to the wall,
\begin{equation}
f\ge1-\exp\!\left(-\frac{3k_\infty t}{R}\right). \label{bound}
\end{equation}

\paragraph{Solution.}
In the frame of the bubble the deficit obeys
\begin{equation}
\frac{\partial w}{\partial t}+\mathbf v\cdot\nabla w=D\nabla^2w,\qquad w=0\ \text{at the wall}.
\end{equation}
Multiply by $2w$ and integrate over the volume. The flow term is
\begin{equation}
\int\mathbf v\cdot\nabla w^2\,dV=\oint w^2\,\mathbf v\cdot d\mathbf S-\int w^2\,\nabla\cdot\mathbf v\,dV=0 .
\end{equation}
The diffusion term, integrated by parts with $w=0$ at the wall, leaves
\begin{equation}
\frac{d}{dt}\int w^2dV=-2D\int|\nabla w|^2dV . \label{energy}
\end{equation}

We now need a lower limit on the gradient integral. Let $\phi=\sin(\pi r/R)/r$. It is positive inside the sphere, vanishes at the wall and satisfies $\nabla^2\phi=-(\pi/R)^2\phi$. Write $w=\phi g$. Expanding the square and regrouping,
\begin{align}
|\nabla w|^2&=\phi^2|\nabla g|^2+2\phi g\,\nabla\phi\cdot\nabla g+g^2|\nabla\phi|^2\nonumber\\
&=\phi^2|\nabla g|^2+\nabla\phi\cdot\nabla(\phi g^2).
\end{align}
Integrate the last term by parts. Its surface term vanishes: $\phi g^2=w^2/\phi$, and near the wall $w$ and $\phi$ both go to zero in proportion to the distance. Hence
\begin{equation}
\int|\nabla w|^2dV=\int\phi^2|\nabla g|^2dV+\frac{\pi^2}{R^2}\int w^2dV
\ge\frac{\pi^2}{R^2}\int w^2dV .
\end{equation}
With (\ref{energy}) and $w=1$ at the start, the volume average of $w^2$ is at most $e^{-2\pi^2Dt/R^2}$. The mean of a quantity cannot exceed its root-mean-square value, so
\begin{equation}
\bar w\le\sqrt{\overline{w^2}}\le e^{-\pi^2Dt/R^2}=e^{-3k_\infty t/R},
\end{equation}
where the last step uses (\ref{klate}). Since $f=1-\bar w$, this is (\ref{bound}). The saturation law with $k_\infty$ is thus a lower bound for any such flow, not a prediction of the actual saturation.

\section*{(e) A bubbler with a low liquid level}

Take rough, round values in the regime of a room-temperature tetraethoxysilane (TEOS) bubbler with nitrogen carrier: $R=0.20$ cm, liquid depth $h=3.0$ cm, rise speed $U=20$ cm/s, $D=0.050$ cm$^2$/s, $T=298$ K, $p_{\rm sat}=2.0$ Torr and $P=760$ Torr. The carrier flow is $Q=50$ cm$^3$/min at this temperature and pressure. Find the guaranteed saturation within the model of part (d), the corresponding delivery, and the depth that suffices for 99\,\%. Then compare motionless with circulating gas.

\paragraph{Solution.}
The rise time is $t=h/U=3.0/20=0.150$ s. From (\ref{klate}),
\begin{equation}
k_\infty=\frac{\pi^2(0.050)}{3(0.20)}=0.822\ \text{cm/s},\qquad
\frac{3k_\infty t}{R}=\frac{3(0.822)(0.150)}{0.20}=1.85 .
\end{equation}
The bound is $f\ge1-e^{-1.85}=84.3\,\%$. The corresponding vapour pressure in the bubble is $p=0.843\times2.0=1.69$ Torr.

Each mole of carrier takes $p/(P-p)$ moles of vapour with it. The carrier supplies $PQ/(R_gT)$ moles per unit time, so the precursor flow is
\begin{equation}
F=\frac{PQ}{R_gT}\,\frac{p}{P-p}=4.55\ \mu\text{mol/min},
\end{equation}
with $p/(P-p)=1.69/758.3$. Evaporation into the headspace above the liquid is not counted.

For 99\,\%, (\ref{t99}) gives $t_{99}=0.20\ln100/(3\times0.822)=0.373$ s, or a depth $Ut_{99}=7.5$ cm. This depth is sufficient for the stated radius, speed and diffusivity under the assumptions of part (d); it need not be necessary.

For motionless gas, $Dt/R^2=0.1875$ and the series (\ref{series}) gives $f=90.4\,\%$. A direct numerical solution of the diffusion equation gives the same figure. The coefficient falls from 1.316 cm/s at $t/10$ to 0.825 cm/s at $t$, already close to $k_\infty$. Its average over the rise is 1.043 cm/s, and the law of part (b) then reproduces the result:
\begin{equation}
1-\exp\!\left[-\frac{3(1.043)(0.150)}{0.20}\right]=90.4\,\% .
\end{equation}
The gap of about 6 percentage points to the bound is the early-time enhancement of $k$.

For circulating gas, take the axisymmetric vortex
\begin{equation}
v_r=-a\left(1-\frac{r^2}{R^2}\right)\cos\theta,\qquad
v_\theta=a\left(1-\frac{2r^2}{R^2}\right)\sin\theta ,
\end{equation}
which is incompressible and tangent to the wall. Its largest surface speed is $a$. We set $a=1.5U$, the largest surface speed of irrotational liquid flow past a sphere, to represent a fully mobile interface. The ratio of flow to diffusion is the P\'eclet number $aR/D=30(0.20)/0.050=120$. The numerical solution gives $f=99.5\,\%$, equivalent to an average $k$ of 2.35 cm/s. Refining the grid from 40 to 80 cells in each direction changed $f$ by 0.01 percentage points. The bound (\ref{bound}) was also tested with this vortex at P\'eclet numbers 0, 30 and 120, at three times each, and held in every case.

\section*{(f) When the radius is not fixed}

At constant pressure the bubble swells as it takes up vapour. Derive the equation that replaces (\ref{balance}), and judge the fixed-radius assumption for the example and for a precursor with $p_{\rm sat}=200$ Torr.

\paragraph{Solution.}
Let $y$ be the mean vapour mole fraction, $y_s=p_{\rm sat}/P$, and $C=P/(R_gT)$ the constant total concentration. The carrier does not cross the interface. Relative to the interface, the vapour flux $N$ is therefore the whole molar flux. It consists of diffusion and the vapour carried by this net flow:
\begin{equation}
N=kC(y_s-y)+y_sN\quad\Longrightarrow\quad N=\frac{kC(y_s-y)}{1-y_s}.
\end{equation}
Here $k$ describes the diffusive part. With $n_c$ moles of carrier, the vapour content is $n_v=n_cy/(1-y)$, so
\begin{equation}
\frac{dn_v}{dt}=\frac{n_c}{(1-y)^2}\frac{dy}{dt}=\frac{CV}{1-y}\frac{dy}{dt},
\end{equation}
because $n_c=CV(1-y)$. Equating this to $AN$ and using $A/V=3/R$,
\begin{equation}
\frac{dy}{dt}=\frac{3k}{R}\,\frac{1-y}{1-y_s}\,(y_s-y),\qquad R=R_0(1-y)^{-1/3}. \label{swell}
\end{equation}
The radius follows from $V\propto1/(1-y)$, with $R_0$ its initial value. For $y_s\ll1$ the extra factors tend to 1 and (\ref{balance}) returns.

Relative to the fixed-radius rate at the same $k$, the correction factor is $(1-y)^{4/3}/(1-y_s)$. It exceeds 1 at the start, when the net flow helps uptake, and falls below 1 near saturation, when the bubble has grown.

For the example $y_s=0.26\,\%$. Integrating (\ref{swell}) with $k=k_\infty$ held fixed changes $y/y_s$ by 0.02 percentage points from 84.3\,\%. At 200 Torr, with $k$, $R_0$ and $t$ unchanged, the result is 86.6\,\%. This rise depends on holding $k$ fixed, and even its sign should not be trusted. The coefficient falls as the bubble grows, and the net flow away from the wall flattens the concentration gradient. With $k\propto1/R$ the result is 85.2\,\%. For motionless gas, the diffusion equation solved with the moving wall gives 89.0\,\%, below the fixed-radius 90.4\,\%, while the radius grows by 9\,\%. The shift is modest either way, but the fixed-volume picture is then poor, since the vapour is no longer dilute.

\section*{(g) Comparison with a real bubbler}

Estimate which remaining idealizations matter most for the example.

\paragraph{Solution.}
The inputs are rough values for TEOS, and the 3 cm depth represents a low fill. One large uncertainty is the motion of the gas: with the other inputs fixed, $f$ is 90.4\,\% for motionless gas and 99.5\,\% for the fully mobile case. Which is closer in a given bubbler depends on how freely the interface moves, which this calculation does not determine. The dependence is far from linear: with the same vortex at P\'eclet numbers 15, 30 and 60, $f$ is already 95.7\,\%, 98.6\,\% and 99.3\,\%. For motionless gas the bubble size matters as much: at $R=0.25$ cm and the same rise time, $Dt/R^2=0.12$ and the series (\ref{series}) gives 81.3\,\%. For the fully mobile case the same change of size lowers $f$ only to 97.1\,\%.

The shape is also idealized. With rough liquid values of density $\rho=0.93$ g/cm$^3$ and surface tension $\sigma=22$ mN/m, the Weber number $2\rho U^2R/\sigma$ is 6.8. The ratio of the dynamic pressure $\rho U^2/2$ to the surface-tension pressure $2\sigma/R$ is one eighth of this number, about 0.8. The two pressures are comparable, so flattening is expected. Moore's approximate inviscid relation for a steady oblate spheroid reaches a Weber number of only about 3.7, so a steady shape is doubtful here and the spheroids below only illustrate the trend. For oblate spheroids of the same volume and assumed aspect ratios 2 and 3, the area grows by factors 1.095 and 1.256. Multiplying the exponent by these factors, with $k=k_\infty$ held fixed, raises 84.3\,\% to 86.8\,\% and 90.2\,\%. This leaves out the change of $k$ with shape, which is the larger part, because flattening shortens the diffusion path. For motionless gas the slowest decay rate in these spheroids exceeds that of the sphere by factors 1.24 and 1.67, and the saturation rises from 90.4\,\% to 94.1\,\% and 97.7\,\%.

Contact begins before the bubble detaches. If one orifice carries the whole flow, filling a bubble takes $4\pi R^3/(3Q)=0.040$ s. Adding all of this to the rise time, again with $k_\infty$, gives 90.4\,\%. This probably overstates the effect. The bubble is smaller while it forms, which speeds uptake, but fresh gas keeps arriving until it detaches. For a sphere growing at constant volume rate, with the incoming gas spread evenly and $k=\pi^2D/(3R)$ at the current radius, the effective extra time is 0.027 s and the result is 88.7\,\%. The filling time also puts successive bubbles about 0.8 cm, or two diameters, apart, and their wakes are not modelled. These separate shifts should not simply be added.

The hydrostatic pressure of the liquid changes the volume by about $\rho gh/P=0.27\,\%$. Evaporation cools the interface. Take the heat flux as $Lkc_s$, with $k=2.35$ cm/s from the mobile case and the molar latent heat $L$ given below. Balance it against conduction from liquid renewed every $\tau=2R/U$. For thermal conductivity $\kappa$ and heat capacity per volume $s$, the heat-transfer coefficient averaged over $\tau$ is $2\sqrt{\kappa s/(\pi\tau)}$. Rough values $\kappa=0.13$ W/(m K) and $s=1.7\times10^6$ J/(m$^3$ K) give a cooling of about 0.03 K, which lowers $p_{\rm sat}$ by about 0.2\,\%. The estimate uses the full driving force $c_s$ and so describes the early rise; the mean molar flux over the rise, $fc_sR/(3t)$, gives only about 0.006 K. This assumes that the bath keeps the bulk liquid at its set temperature.

That last condition matters for delivery. For an ideal vapour with molar latent heat $L$, the relative slope of the vapour pressure is $L/(R_gT^2)$. With a rough $L=45$ kJ/mol this is 6.1\,\% per kelvin. A bath error of 1 K therefore changes the delivered amount by about 6\,\% at fixed $f$, comparable with the difference between the bound and the motionless-gas result.

\section*{Table of computed values}
\begin{verbatim}
Bubble radius R: 0.20 cm
Liquid depth: 3.0 cm
Rise speed: 20.0 cm/s
Gas diffusivity D: 0.050 cm2/s
Temperature: 298 K
Saturation vapour pressure: 2.0 Torr
Total pressure: 760 Torr
Carrier flow at T and P: 50 cm3/min
Rise time t: 0.150 s
Late-time k: 0.822 cm/s
Rate 3k/R: 12.34 1/s
Exponent 3kt/R: 1.851 (no unit)
Saturation from formula: 84.3 %
Vapour partial pressure: 1.69 Torr
Precursor delivery: 4.55 umol/min
Time for 99 % saturation: 0.373 s
Depth for 99 % saturation: 7.5 cm
Film test, film k R/D: 0.01 (no unit)
Film test, largest error in f: 6.1e-04 (no unit)
Diffusion time D t/R^2: 0.1875 (no unit)
Motionless gas, average k: 1.043 cm/s
Motionless gas, k at t/10: 1.316 cm/s
Motionless gas, k at t: 0.825 cm/s
Motionless gas, series f: 90.4 %
Motionless gas, solved f: 90.4 %
Mobile interface, Peclet number: 120 (no unit)
Mobile interface, f: 99.5 %
Mobile interface, average k: 2.35 cm/s
Mobile interface, grid change in f: 0.01 points
Bubble formation time: 0.040 s
f with formation time added: 90.4 %
Weber number: 6.8 (no unit)
Area ratio, aspect ratio 2: 1.095 (no unit)
f with that area: 86.8 %
Area ratio, aspect ratio 3: 1.256 (no unit)
f with that area: 90.2 %
Saturated vapour mole fraction: 0.26 %
Change in f from swelling: 0.021 points
Volatile case, vapour pressure: 200 Torr
Volatile case, f with swelling: 86.6 %
Hydrostatic volume change: 0.27 %
Interface cooling estimate: 0.030 K
Vapour-pressure loss by cooling: 0.19 %
Vapour-pressure change with bath: 6.1 %/K
\end{verbatim}
